# Index-Picking Rules for Lattice Harmonics of the Noncubic Point Groups

## The potential around an atomic site

In the augmented-plane-wave methods, space is divided into spheres around the nuclei and an interstitial region. Inside a sphere the crystal potential is not spherical, because the neighbours sit in definite directions. It is expanded in angular functions about the nucleus,

$$V(\mathbf r)=\sum_{\nu}V_\nu(r)\,y_\nu(\mathbf n),\qquad \mathbf n=\mathbf r/r, \tag{1}$$

with one radial function for each angular function. Through $l=6$ there are $7^2=49$ of them. The surroundings of the site are, however, unchanged by the operations $g$ of its point group $G$, so that $V(g\mathbf r)=V(\mathbf r)$. Unless $G$ contains only the identity, this restricts the $V_\nu$: depending on the group and the axes, some vanish or are tied to one another. The question is whether the restriction amounts only to some $V_\nu$ vanishing, and whether these can be found from the indices alone. For the 27 noncubic crystallographic point groups they can, if the axes are placed suitably.

## Harmonics and axes

For $m\ge 0$ the real harmonics are

$$y_{lmc}=N_{lm}P_l^m(\cos\theta)\cos m\phi,\qquad y_{lms}=N_{lm}P_l^m(\cos\theta)\sin m\phi . \tag{2}$$

There is no sine function at $m=0$. Orthonormality on the unit sphere fixes

$$N_{lm}^2=(2-\delta_{m0})\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!},\qquad P_l^m(u)=(1-u^2)^{m/2}\frac{d^mP_l}{du^m}. \tag{3}$$

No additional sign $(-1)^m$ is included. Labels such as $32s$ mean $l=3$, $m=2$, sine; at $m=0$ the letter is omitted.

The polynomial $P_l(u)$ has parity $(-1)^l$, and each derivative reverses the parity. The factor $(1-u^2)^{m/2}$ is even. Hence

$$P_l^m(-u)=(-1)^{l+m}P_l^m(u)=(-1)^{l-m}P_l^m(u), \tag{4}$$

where the last form follows from $(-1)^{2m}=1$.

The $z$ axis lies along the principal axis, which for monoclinic groups is the twofold axis or the mirror normal. Where there is also a twofold axis perpendicular to $z$, or a mirror containing $z$, the $x$ axis is chosen so that one such twofold axis, or the normal of one such mirror, lies along $x$ or $y$.

It is enough to impose invariance under a set of generators. If $f(g\mathbf n)=f(\mathbf n)$ and $f(h\mathbf n)=f(\mathbf n)$ for all $\mathbf n$, then $f(gh\mathbf n)=f(h\mathbf n)=f(\mathbf n)$. Every element of the group is a product of generators, so the condition extends to all of $G$.

## The principal axis

An $n$-fold rotation about $z$ leaves $\theta$ alone and takes $\phi$ to $\phi+\alpha$, with $\alpha=2\pi/n$. Inversion takes $\theta$ to $\pi-\theta$ and $\phi$ to $\phi+\pi$. By (4) the first change gives $(-1)^{l+m}$. The second multiplies both $\cos m\phi$ and $\sin m\phi$ by $(-1)^m$. The product is

$$y(-\mathbf n)=(-1)^{l+2m}y(\mathbf n)=(-1)^l y(\mathbf n). \tag{5}$$

A rotoinversion $\bar n$ is the rotation followed by inversion. Both kinds of operation can be treated together with a sign $\sigma$, equal to $1$ for $n$ and $(-1)^l$ for $\bar n$. Take a general member of one pair, $f=a\,y_{lmc}+b\,y_{lms}$ with $m>0$. The addition formulas

$$\cos m(\phi+\alpha)=\cos m\alpha\cos m\phi-\sin m\alpha\sin m\phi,$$
$$\sin m(\phi+\alpha)=\sin m\alpha\cos m\phi+\cos m\alpha\sin m\phi$$

show that the operation turns the coefficients into

$$a'=\sigma(a\cos m\alpha+b\sin m\alpha),\qquad b'=\sigma(-a\sin m\alpha+b\cos m\alpha). \tag{6}$$

No other $l$ or $m$ enters, so each pair can be examined separately. Invariance means $a'=a$ and $b'=b$, that is,

$$(\sigma\cos m\alpha-1)a+\sigma\sin m\alpha\,b=0,\qquad -\sigma\sin m\alpha\,a+(\sigma\cos m\alpha-1)b=0 .$$

Because $\sigma^2=1$, the determinant of these two equations is

$$(\sigma\cos m\alpha-1)^2+\sin^2m\alpha=2-2\sigma\cos m\alpha. \tag{7}$$

If it is not zero, then $a=b=0$. If it is zero, then $\sigma\cos m\alpha=1$, so $\sin m\alpha=0$, and both equations hold for any $a$ and $b$. The principal operation therefore keeps the whole pair or none of it, and the condition for keeping it is

$$\sigma\cos\frac{2\pi m}{n}=1. \tag{8}$$

At $m=0$ the single function is multiplied by $\sigma$, and (8) again gives the right condition.

For a rotation, $\sigma=1$ and (8) requires $2\pi m/n$ to be a multiple of $2\pi$:

$$n:\quad m\equiv 0 \pmod n. \tag{9}$$

For a rotoinversion with $l$ even the condition is the same. With $l$ odd the cosine must be $-1$, so $2\pi m/n=(2k+1)\pi$ and $m=(2k+1)n/2$. This is an integer if $n$ is even and is never one if $n$ is odd. Thus

$$\bar n:\quad \begin{cases} m\equiv0\pmod n, & l\text{ even},\\ m\equiv n/2\pmod n, & l\text{ odd},\ n\text{ even},\\ \text{no function}, & l\text{ odd},\ n\text{ odd}.\end{cases} \tag{10}$$

The individual cases are these.

- $\bar1$ is inversion itself: $l$ is even and $m$ is free.
- $\bar2$ is the mirror $z\to-z$. Here $m$ is even for even $l$ and odd for odd $l$, so $l-m$ is even.
- $\bar3$ gives $l$ even and $m=3k$.
- $\bar4$ gives $m=4k$ for even $l$ and $m=4k+2$ for odd $l$.
- $\bar6$ gives $m=6k$ for even $l$ and $m=6k+3$ for odd $l$. Together these say that $m=3k$ and $l-m$ is even.

The case $\bar4$ shows why "$m$ modulo the axis order" needs care. The group $\bar4$ contains no fourfold rotation, and its odd-$l$ functions have $m=2,6,\dots$, which a fourfold rotation would forbid.

## The secondary axis or mirror

Apart from inversion, which is covered by (5), the remaining generators reverse the sense of $\phi$. Write $2_x,2_y$ for twofold axes along $x,y$, and $m_x,m_y$ for mirrors with normals along $x,y$. Their actions on the angles are

$$\begin{aligned}
2_x:&\ (x,-y,-z), & \theta&\to\pi-\theta, & \phi&\to-\phi,\\
2_y:&\ (-x,y,-z), & \theta&\to\pi-\theta, & \phi&\to\pi-\phi,\\
m_x:&\ (-x,y,z), & \theta&\to\theta, & \phi&\to\pi-\phi,\\
m_y:&\ (x,-y,z), & \theta&\to\theta, & \phi&\to-\phi.
\end{aligned} \tag{11}$$

Under $\phi\to-\phi$ the cosine is unchanged and the sine changes sign. Under $\phi\to\pi-\phi$,

$$\cos m(\pi-\phi)=(-1)^m\cos m\phi,\qquad \sin m(\pi-\phi)=-(-1)^m\sin m\phi, \tag{12}$$

because $\cos m\pi=(-1)^m$ and $\sin m\pi=0$. A change $\theta\to\pi-\theta$ supplies the factor (4). If $\tau$ is the resulting factor of the cosine function, then

$$\tau(2_x)=(-1)^{l-m},\quad \tau(2_y)=(-1)^l,\quad \tau(m_x)=(-1)^m,\quad \tau(m_y)=1, \tag{13}$$

and the factor of the sine function is $-\tau$ in all four cases. One member of each pair survives: the cosine if $\tau=1$, the sine if $\tau=-1$. At $m=0$ and $\tau=-1$ nothing survives, since the sine function does not exist.

## The rules for all groups

The principal generator keeps whole pairs or nothing, and inversion and the secondary generators multiply each function in (2) by a sign. The invariant functions are therefore spanned by single harmonics, and intersecting the conditions loses no mixture. In the table, $i$ is inversion, $k=0,1,2,\dots$, and $p$ is 0 for even $l$ and 1 for odd $l$. The last column gives $\tau$, simplified with the conditions on $l$ and $m$; it selects the cosine where it is $+1$ and the sine where it is $-1$.

| Group | Generators | Indices | $\tau$ |
|---|---|---|---|
| $1$ | $1$ | all | both |
| $\bar1$ | $i$ | $l$ even | both |
| $2$ | $2$ | $m=2k$ | both |
| $m$ | $\bar2$ | $l-m$ even | both |
| $2/m$ | $2,i$ | $l$ even, $m=2k$ | both |
| $222$ | $2,2_x$ | $m=2k$ | $(-1)^l$ |
| $mm2$ | $2,m_y$ | $m=2k$ | $1$ |
| $mmm$ | $2,m_y,i$ | $l$ even, $m=2k$ | $1$ |
| $4$ | $4$ | $m=4k$ | both |
| $\bar4$ | $\bar4$ | $m=4k+2p$ | both |
| $4/m$ | $4,i$ | $l$ even, $m=4k$ | both |
| $422$ | $4,2_x$ | $m=4k$ | $(-1)^l$ |
| $4mm$ | $4,m_y$ | $m=4k$ | $1$ |
| $\bar42m$ | $\bar4,2_x$ | $m=4k+2p$ | $(-1)^l$ |
| $\bar4m2$ | $\bar4,m_x$ | $m=4k+2p$ | $1$ |
| $4/mmm$ | $4,m_y,i$ | $l$ even, $m=4k$ | $1$ |
| $3$ | $3$ | $m=3k$ | both |
| $\bar3$ | $\bar3$ | $l$ even, $m=3k$ | both |
| $321$ | $3,2_x$ | $m=3k$ | $(-1)^{l-m}$ |
| $312$ | $3,2_y$ | $m=3k$ | $(-1)^l$ |
| $3m1$ | $3,m_x$ | $m=3k$ | $(-1)^m$ |
| $31m$ | $3,m_y$ | $m=3k$ | $1$ |
| $\bar3m1$ | $\bar3,2_x$ | $l$ even, $m=3k$ | $(-1)^m$ |
| $\bar31m$ | $\bar3,2_y$ | $l$ even, $m=3k$ | $1$ |
| $6$ | $6$ | $m=6k$ | both |
| $\bar6$ | $\bar6$ | $m=3k$, $l-m$ even | both |
| $6/m$ | $6,i$ | $l$ even, $m=6k$ | both |
| $622$ | $6,2_x$ | $m=6k$ | $(-1)^l$ |
| $6mm$ | $6,m_y$ | $m=6k$ | $1$ |
| $\bar6m2$ | $\bar6,m_x$ | $m=3k$, $l-m$ even | $(-1)^m$ |
| $\bar62m$ | $\bar6,2_x$ | $m=3k$, $l-m$ even | $1$ |
| $6/mmm$ | $6,m_y,i$ | $l$ even, $m=6k$ | $1$ |

The simplifications are short. In $222$, $422$, $622$ and $\bar42m$, $m$ is even, so $(-1)^{l-m}=(-1)^l$. In $\bar4m2$, $m$ is even, so $(-1)^m=1$. In $\bar3m1$, $l$ is even, so $(-1)^{l-m}=(-1)^m$; in $\bar31m$ it makes $(-1)^l=1$. In $\bar62m$, $l-m$ is even and $\tau(2_x)=1$.

There are 32 rows for 27 groups because five groups appear in two placements relative to $x$: $\bar42m$, $32$, $3m$, $\bar3m$ and $\bar6m2$. The two rows describe the same physics in different axes. Suppose the $x$ axis is turned by $\delta$, so that $\phi=\phi'+\delta$. Then

$$\cos m\phi=\cos m\delta\cos m\phi'-\sin m\delta\sin m\phi'. \tag{14}$$

For the two tetragonal rows $\delta=\pi/4$. At $m=4k+2$ the angle $m\delta$ is $k\pi+\pi/2$, and the cosine becomes a sine up to sign; at $m=4k$ it stays a cosine. For the trigonal and hexagonal pairs of rows $\delta=\pi/2$, which exchanges the types at odd $m$ and preserves them at even $m$. With a general $\delta$ both terms in (14) are present. In a group with a secondary axis or mirror the invariant function is then a mixture of cosine and sine, and no choice of single indices describes it. The groups marked "both" keep whole pairs and are unaffected by $\delta$.

Another change of axes gives different rules again. If the monoclinic axis is put along $y$, (13) applies directly. Group $2$ then has every $m$, with cosines for even $l$ and sines for odd $l$; group $m$ has all cosines. Through $l=6$ the first rule keeps $(1+3+5+7)+(1+3+5)=25$ functions and the second $1+2+\dots+7=28$. These equal the counts for the $z$ setting in the numerical output, as they must, since turning the axes cannot change the number of independent invariants.

The lowest degrees have a direct physical reading. Near the nucleus an $l=1$ term in the electrostatic potential grows as $r$, and its slope fixes a component of the electric field at the site, $-\sqrt{3/4\pi}\,dV_\nu/dr$ at $r=0$. This reading belongs to the electrostatic part only: a gradient-corrected exchange-correlation potential can have an $l=1$ term that diverges as $1/r$ at the density cusp of a point nucleus. The $l=1$ contribution to the field is uniform where $V_\nu\propto r$, as in a charge-free region about the site. Inversion forbids it, while $4mm$ permits the component along $z$. At $l=2$ the function $20$ satisfies every row, since $l$ and $m$ are even and $\tau=1$. Symmetry thus permits an electric field gradient at every noncubic site. In the tetragonal, trigonal and hexagonal groups neither $m=1$ nor $m=2$ is allowed at $l=2$, so the gradient is axially symmetric about $z$.

## Counting the invariants independently

The rules can be checked by a count that does not use the axes. Define the group average $(\mathcal Pf)(\mathbf n)=|G|^{-1}\sum_g f(g\mathbf n)$. Replacing $\mathbf n$ by $h\mathbf n$ merely reorders the sum, so $\mathcal Pf$ is invariant; if $f$ is already invariant, $\mathcal Pf=f$. Hence $\mathcal P$ is a projector, and its trace within degree $l$ is the number $n_l$ of independent invariants.

The trace of one operation does not depend on the basis, so its own axis may be used as $z$. By (6), a rotation by $\alpha$ contributes $2\cos m\alpha$ from each pair and $1$ from $m=0$. An improper operation is a rotation times inversion and has the additional factor $(-1)^l$. Therefore

$$n_l=\frac1{|G|}\sum_{g\in G}(\det g)^l\sum_{m=-l}^{l}\cos m\alpha_g, \tag{15}$$

where $\alpha_g$ is the angle of the rotation $(\det g)g$.

Take $422$, which has the identity, two rotations by $\pm\pi/2$ and five by $\pi$. At $l=5$ their inner sums are $11$, $1+2(0-1+0+1+0)=1$ and $1+2(-1+1-1+1-1)=-1$. Thus $n_5=(11+2-5)/8=1$. The table allows $m=0$ and $m=4$ with the sine type. The first has no sine function, so $54s$ is the one invariant.

The numerical output lists the number kept through $l=6$ for all settings. For group $4$ it is 13: seven functions with $m=0$ and three pairs with $m=4$. The mirror in $4mm$ removes the three sines and leaves 10. The twofold axis in $422$ instead leaves $00,20,40,60,44c,54s,64c$, which are 7. The tests compare the complete projector with the table through $l=12$, including elements between different harmonics. The largest deviation is $4\times10^{-15}$, the size of rounding errors.

## Why cubic groups are different

The argument rests on generators that keep each pair $(l,m)$ to itself. A threefold axis along $[111]$ permutes $x,y,z$ and does not do this. The cubic group $432$ has at $l=4$ one invariant, proportional on the unit sphere to $x^4+y^4+z^4-\tfrac35$. With $u=\cos\theta$,

$$x^4+y^4=(1-u^2)^2(\cos^4\phi+\sin^4\phi)=(1-u^2)^2\left(\tfrac34+\tfrac14\cos4\phi\right).$$

The part independent of $\phi$ is

$$u^4+\tfrac34(1-u^2)^2-\tfrac35=\tfrac1{20}(35u^4-30u^2+3)=\tfrac25P_4(u).$$

From (3), $y_{40}=N_{40}P_4$. Since $P_4^4=105(1-u^2)^2$ and $N_{44}=N_{40}\sqrt{2/8!}$, also $y_{44c}=N_{40}(\sqrt{35}/8)(1-u^2)^2\cos4\phi$. The invariant is then proportional to $\tfrac25y_{40}+\tfrac2{\sqrt{35}}y_{44c}$, or after normalization

$$\sqrt{\tfrac7{12}}\,y_{40}+\sqrt{\tfrac5{12}}\,y_{44c}. \tag{16}$$

Its two coefficients are locked together. The projector element between the harmonics is their product, $\sqrt{35}/12=0.493$, in agreement with the computed value. Picking indices would leave two independent coefficients where symmetry allows one.

## A site of symmetry $\bar42m$

Place unit positive charges at $(2,1,2)$ bohr and at all positions generated from it by $\bar42m$. The generators are $\bar4:(x,y,z)\to(y,-x,-z)$ and $2_x$. They produce eight charges, all at $R=3$ bohr. For a positive unit test charge at $r<R$, in hartree atomic units,

$$\frac1{|\mathbf r-\mathbf R_j|}=\sum_l\frac{r^l}{R^{l+1}}P_l(\mathbf n\cdot\mathbf n_j),\qquad P_l(\mathbf n\cdot\mathbf n_j)=\frac{4\pi}{2l+1}\sum_{\nu\in l}y_\nu(\mathbf n)y_\nu(\mathbf n_j).$$

Summing over the charges gives $V=\sum_\nu C_\nu r^ly_\nu(\mathbf n)$ with

$$C_\nu=\frac{4\pi}{(2l+1)R^{l+1}}\sum_{j=1}^{8}y_\nu(\mathbf n_j). \tag{17}$$

The table keeps $m=4k$ cosines for even $l$ and $m=4k+2$ sines for odd $l$. Through $l=6$ these are $00$, $20$, $32s$, $40$, $44c$, $52s$, $60$ and $64c$. All eight computed coefficients are nonzero, and the other 41 vanish to within about $10^{-16}$.

The coefficient $32s$ can be followed by hand. From (3), $y_{32s}=\sqrt{105/4\pi}\,xyz/r^3$. Both generators leave $xyz$ unchanged, so each charge contributes $xyz/R^3=4/27$, and

$$C_{32s}=\frac{4\pi}{7\cdot81}\cdot8\cdot2.891\cdot\frac4{27}=0.0759\ \text{hartree/bohr}^3 .$$

The coefficient $60$ is small, $-6.2\times10^{-5}$ hartree/bohr$^6$, for a reason unrelated to symmetry. At $u^2=4/9$, $P_6=(231u^6-315u^4+105u^2-5)/16=-0.017$, so the charges lie close to a zero of this polynomial.

At $\mathbf r=(0.3,0.4,0.5)$ bohr, $r=0.707$ bohr, the direct Coulomb sum is $2.687782$ hartree and the eight-term series gives $2.687770$ hartree. The difference, $1.2\times10^{-5}$ hartree, comes from the omitted degrees. Since $|P_l|\le1$, their sum is bounded by a geometric series,

$$\frac8R\sum_{l=7}^{\infty}\left(\frac rR\right)^l=\frac8R\,\frac{(r/R)^7}{1-r/R}=1.4\times10^{-4}\ \text{hartree}, \tag{18}$$

and the error lies within this bound.

Now keep the axes but use the row $\bar4m2$. It selects $32c$ and $52c$, whose coefficients are zero here, and discards $32s$ and $52s$. The series falls to $2.674388$ hartree, an error of $1.3\times10^{-2}$ hartree. Most of it is the lost $32s$ term, $0.0759\times2.891\times(0.3\cdot0.4\cdot0.5)=0.0132$ hartree. Relative to the whole potential the error is 0.5%. Relative to the nonspherical part, $2.6878-8/3=0.0211$ hartree, it is over 60%. Higher $l$ cannot repair it, because the missing functions are orthogonal to all those added.

## Use in a crystal

The angles in (2) belong to the local axes of the site. If a space-group operation with point part $g$ carries atom 1 to an equivalent atom 2, then $V(\mathbf R_2+g\mathbf r)=V(\mathbf R_1+\mathbf r)$. The two atoms have the same radial functions $V_\nu(r)$ when the axes of atom 2 are those of atom 1 transformed by $g$. If $g$ is improper, these axes are left-handed, and the angles must be computed from the transformed coordinates as they stand.

The rules apply to functions that are invariant under the site group, such as the potential and a charge density with the full crystal symmetry. A single Bloch state need not be invariant, and at a general wave vector its expansion in the sphere can contain all $l$ and $m$. The rules also say nothing about magnitudes: an allowed coefficient may be small or may vanish by accident, as the near-zero of $60$ illustrates.

## Table of computed values

```
settings: 32, tested through l = 12
setting, group order, harmonics kept for l <= 6 (of 49)
1        1  49
-1       2  28
2        2  25
m        2  28
2/m      4  16
222      4  13
mm2      4  16
mmm      8  10
4        4  13
-4       4  12
4/m      8   8
422      8   7
4mm      8  10
-42m     8   8
-4m2     8   8
4/mmm   16   6
3        3  17
-3       6  10
321      6   9
312      6   9
3m1      6  12
31m      6  12
-3m1    12   7
-31m    12   7
6        6   9
-6       6  10
6/m     12   6
622     12   5
6mm     12   8
-6m2    12   7
-62m    12   7
6/mmm   24   5
largest projector deviation from rules: 4e-15
group 432, l=4: number of invariants 1
group 432, projector element 40 to 44c: 0.4930
example -42m: 8 charges +1 e, R = 3.0 bohr
charge start (bohr): [2. 1. 2.]  point (bohr): [0.3 0.4 0.5]
point distance r = 0.7071 bohr
coefficients V_lm in hartree/bohr^l (unit test charge):
  00   9.45309e+00
  20   7.82879e-02
  32s  7.59281e-02
  40  -1.66292e-02
  44c -2.48613e-03
  52s  2.96764e-03
  60  -6.19759e-05
  64c -5.99602e-04
largest forbidden, l<=6: 1e-16
direct Coulomb sum: 2.687782 hartree
series, 8 kept terms: 2.687770 hartree
series error: 1.2e-05 hartree
truncation bound, l<=6: 1.4e-04 hartree
series with -4m2 rule: 2.674388 hartree
error with -4m2 rule: 1.3e-02 hartree
```
